**Zero-kelvin proton affinity of H2 from two-electron full CI**

The program evaluates $A_0=D_e-[Z(\mathrm{H_3^+})-Z(\mathrm{H_2})]$, where $D_e$ is the electronic well depth and $Z$ a vibrational zero-point energy. It asserts that the pair equation agrees with a determinant CI program, that a distant proton leaves the energy of H2, and that the symmetry patterns are eigenvectors of a Hartree–Fock Hessian. It also asserts that the H2 perturbation formula matches a radial solution, that the H3+ force field predicts an energy off the fitting plane, and that the H3+ perturbation sum matches a weak-coupling diagonalization. The output gives an extrapolated well depth of 4.609 eV and a rotationless affinity of 4.340 eV. Measured from the lowest level allowed for three identical protons, the affinity is 4.332 eV. Full-strength diagonalization of the quartic force field raises the H3+ zero-point energy by about 0.005 eV, which shows the scale of the higher anharmonic terms. The basis-limit energies are extrapolated estimates, and no measured affinity is used.

## Verification by program

```python
"""Zero-kelvin proton affinity of H2, for H2 + H+ -> H3+.
Result under test: A0 = De - [Z(H3+) - Z(H2)].
De: electronic well depth; Z: vibrational zero-point energy.
Two-electron full CI is solved as h C + C h + K[C] = E C.
H3+ vibrations: q is breathing, c = x + i y is the degenerate pair.
Internal units are Hartree atomic units; m is the proton mass.
"""
import numpy as np
from scipy import constants as const
from scipy.interpolate import make_interp_spline
from scipy.optimize import brentq
from pyscf import gto, scf, fci, ao2mo, lib

lib.num_threads(1)
EV = const.physical_constants["Hartree energy in eV"][0]
M = const.physical_constants["proton-electron mass ratio"][0]
BOHR_PM = const.physical_constants["Bohr radius"][0] * 1e12
ANGLES = 2 * np.pi * np.arange(3) / 3


def full_ci(atoms, charge, basis):
    """Return Hartree-Fock energy, full-CI energy and mean-field object."""
    mol = gto.M(atom=atoms, unit="Bohr", charge=charge,
                basis=basis, verbose=0)
    mf = scf.RHF(mol)
    mf.conv_tol = 1e-10
    mf.kernel()
    assert mf.converged
    orb, eps = mf.mo_coeff, mf.mo_energy
    h = orb.T @ mf.get_hcore() @ orb
    nuclear = mf.energy_nuc()
    diagonal = (mf.e_tot - nuclear + eps[:, None] + eps[None, :]
                - 2 * eps[0])

    def hamiltonian(c):
        exchange = mf.get_k(mol, orb @ c @ orb.T, hermi=1)
        return h @ c + c @ h + orb.T @ exchange @ orb

    trial = np.zeros_like(h)
    trial[0, 0] = 1.0
    vectors, images = [], []
    for _ in range(60):
        vectors.append(trial)
        images.append(hamiltonian(trial))
        v = np.array(vectors).reshape(len(vectors), -1)
        hv = np.array(images).reshape(len(images), -1)
        small = v @ hv.T
        values, weights = np.linalg.eigh((small + small.T) / 2)
        energy = values[0]
        residual = weights[:, 0] @ hv - energy * (weights[:, 0] @ v)
        if np.linalg.norm(residual) < 1e-5:
            return mf.e_tot, energy + nuclear, mf
        denominator = diagonal.ravel() - energy
        denominator = np.where(abs(denominator) < 0.02, 0.02, denominator)
        new = -residual / denominator
        for _ in range(2):
            new -= v.T @ (v @ new)
        new /= np.linalg.norm(new)
        trial = new.reshape(h.shape)
        trial = (trial + trial.T) / 2
    raise RuntimeError("full CI did not converge")


def h2_atoms(r):
    return [["H", (0, 0, 0)], ["H", (0, 0, r)]]


def h3_atoms(side, q=0.0, c=0.0):
    z = ((side + q) * np.exp(1j * ANGLES)
         + c * np.exp(-1j * ANGLES)) / np.sqrt(3)
    return [["H", (p.real, p.imag, 0)] for p in z]


def h3_harmonic(basis):
    """Minimum side and harmonic frequencies from energy differences."""
    offsets = np.linspace(-0.1, 0.1, 5)
    energies = [full_ci(h3_atoms(1.65 + d), 1, basis)[1] for d in offsets]
    poly = np.poly1d(np.polyfit(offsets, energies, 4))
    shift = brentq(poly.deriv(), -0.1, 0.1)
    side, step = 1.65 + shift, 0.05
    e0, ep, em = [full_ci(h3_atoms(side, c=d), 1, basis)[1]
                  for d in (0, step, -step)]
    k_pair = (ep + em - 2 * e0) / step**2
    return side, np.sqrt(poly.deriv(2)(shift) / M), np.sqrt(k_pair / M)


# Pair equation against an independent determinant CI program.
_, e_pair, mf = full_ci(h3_atoms(1.65), 1, "cc-pvdz")
orb = mf.mo_coeff
h_mo = orb.T @ mf.get_hcore() @ orb
e_det = fci.direct_spin1.kernel(h_mo, ao2mo.kernel(mf.mol, orb),
                                orb.shape[1], 2, ecore=mf.energy_nuc())[0]
assert abs(e_pair - e_det) < 1e-7

# The three symmetry patterns must be eigenvectors of the actual Hessian.
hess = mf.Hessian().kernel().transpose(0, 2, 1, 3).reshape(9, 9)
curvatures = []
for pattern in (np.exp(1j * ANGLES), np.exp(-1j * ANGLES),
                1j * np.exp(-1j * ANGLES)):
    vec = np.column_stack((pattern.real, pattern.imag, np.zeros(3)))
    vec = vec.ravel() / np.sqrt(3)
    curvature = vec @ hess @ vec
    assert np.linalg.norm(hess @ vec - curvature * vec) < 1e-3
    curvatures.append(curvature)
assert abs(curvatures[1] - curvatures[2]) < 1e-3

# A distant proton must leave the energy of H2.
far = h2_atoms(1.4) + [["H", (0, 0, 40.0)]]
e_far = full_ci(far, 1, "cc-pvdz")[1]
e_near = full_ci(h2_atoms(1.4), 0, "cc-pvdz")[1]
assert abs(e_far - e_near) < 2e-5

# H2: radial solution and second-order anharmonic formula.
r_data = np.linspace(0.6, 3.0, 25)
v_data = [full_ci(h2_atoms(r), 0, "cc-pvtz")[1] for r in r_data]
curve = make_interp_spline(r_data, v_data, k=7)
r_h2 = brentq(curve.derivative(), 1.2, 1.6)
mu = M / 2
w_h2 = np.sqrt(curve.derivative(2)(r_h2) / mu)
a_h2 = curve.derivative(3)(r_h2) / 6
b_h2 = curve.derivative(4)(r_h2) / 24
s_h2 = 1 / (2 * mu * w_h2)
z_h2_pt = w_h2/2 + 3*b_h2*s_h2**2 - 11*a_h2**2*s_h2**3/w_h2
grid = np.linspace(0.6, 3.0, 121)
dr = grid[1] - grid[0]
delta = np.subtract.outer(np.arange(121), np.arange(121))
safe = np.where(delta == 0, 1, delta)
kinetic = np.where(delta == 0, np.pi**2 / 3, 2 * (-1.0)**delta / safe**2)
radial = kinetic / (2 * mu * dr**2) + np.diag(curve(grid) - curve(r_h2))
z_h2 = np.linalg.eigvalsh(radial)[0]
assert abs(z_h2 - z_h2_pt) * EV < 0.001

# H3+: force field from full-CI energies in the plane y = 0.
side, w1_fd, w2_fd = h3_harmonic("cc-pvtz")
_, w1_dz, w2_dz = h3_harmonic("cc-pvdz")
step = 0.1
points = [(i, j) for i in range(-3, 4) for j in range(-3, 4)
          if abs(i) + abs(j) <= 4]
surface = np.array([full_ci(h3_atoms(side, i*step, j*step),
                            1, "cc-pvtz")[1] for i, j in points])
powers = [(a, b) for a in range(7) for b in range(7 - a)]
design = np.array([[float(i)**a * float(j)**b for a, b in powers]
                   for i, j in points])
solution, _, rank, _ = np.linalg.lstsq(design, surface, rcond=None)
assert rank == len(powers)
coef = {p: val / step**sum(p) for p, val in zip(powers, solution)}
assert abs(coef[0, 1]) < 1e-4 and abs(coef[1, 1]) < 1e-3
k1, k2 = 2 * coef[2, 0], 2 * coef[0, 2]
a1, a2, a3 = coef[3, 0], coef[1, 2], coef[0, 3]
b1, b2, b3, b4 = coef[4, 0], coef[2, 2], coef[0, 4], coef[1, 3]
w1, w2 = np.sqrt(k1 / M), np.sqrt(k2 / M)
assert abs(w1/w1_fd - 1) < 0.01 and abs(w2/w2_fd - 1) < 0.01

# Test the symmetry form away from the fitted plane.
q_test, c_test = 0.06, 0.1 * np.exp(1j * np.deg2rad(50))
rho2, cubic = abs(c_test)**2, (c_test**3).real
v_form = (k1*q_test**2/2 + k2*rho2/2 + a1*q_test**3
          + a2*q_test*rho2 + a3*cubic + b1*q_test**4
          + b2*q_test**2*rho2 + b3*rho2**2 + b4*q_test*cubic)
v_direct = (full_ci(h3_atoms(side, q_test, c_test), 1, "cc-pvtz")[1]
            - coef[0, 0])
assert abs(v_form - v_direct) < 1e-5

# Second-order anharmonic zero-point energy of H3+.
s1, s2 = 1 / (2*M*w1), 1 / (2*M*w2)
quartic_shift = 3*b1*s1**2 + 2*b2*s1*s2 + 8*b3*s2**2
cubic_shift = -(s1*(3*a1*s1 + 2*a2*s2)**2/w1 + 2*a1**2*s1**3/w1
                + 4*a2**2*s1*s2**2/(w1 + 2*w2) + 8*a3**2*s2**3/w2)
watson = -5 / (8 * M * side**2)
z_h3_harm = w1 / 2 + w2
z_h3 = z_h3_harm + quartic_shift + cubic_shift + watson


def oscillator_shift(cut, strength):
    """Ground shift for cubic*strength and quartic*strength**2 terms."""
    n = cut + 1
    lower_big = np.diag(np.sqrt(np.arange(1, n + 8)), 1)
    position = lower_big + lower_big.T
    mats = [np.linalg.matrix_power(position, p)[:n, :n] for p in range(5)]
    number = np.indices((n, n, n)).reshape(3, -1)
    keep = np.flatnonzero(number.sum(axis=0) <= cut)

    def term(i, j, k):
        full = np.kron(mats[i], np.kron(mats[j], mats[k]))
        return full[np.ix_(keep, keep)] * s1**(i/2) * s2**((j+k)/2)

    v3 = (a1*term(3, 0, 0) + a2*(term(1, 2, 0) + term(1, 0, 2))
          + a3*(term(0, 3, 0) - 3*term(0, 1, 2)))
    v4 = (b1*term(4, 0, 0) + b2*(term(2, 2, 0) + term(2, 0, 2))
          + b3*(term(0, 4, 0) + 2*term(0, 2, 2) + term(0, 0, 4))
          + b4*(term(1, 3, 0) - 3*term(1, 1, 2)))
    lower = lower_big[:n, :n]
    turn = np.kron(lower, lower.T) - np.kron(lower.T, lower)
    turn = np.kron(np.eye(n), turn)[np.ix_(keep, keep)]
    rotation = -(turn @ turn) / (2 * M * side**2)
    levels = w1*number[0, keep] + w2*(number[1, keep] + number[2, keep])
    matrix = np.diag(levels) + strength*v3 + strength**2*(v4 + rotation)
    return np.linalg.eigvalsh(matrix)[0]


weak = 0.05
weak_shift = oscillator_shift(8, weak) / weak**2
assert abs(weak_shift - quartic_shift - cubic_shift) < 2e-6
z_diag8 = z_h3_harm + watson + oscillator_shift(8, 1.0)
z_diag10 = z_h3_harm + watson + oscillator_shift(10, 1.0)

# Basis convergence at the triple-zeta minima.
table = []
for basis in ("cc-pvdz", "cc-pvtz", "cc-pvqz"):
    hf2, ci2, _ = full_ci(h2_atoms(r_h2), 0, basis)
    hf3, ci3, _ = full_ci(h3_atoms(side), 1, basis)
    table.append((hf2, ci2, hf3, ci3))
table = np.array(table)
wells = table[:, 1] - table[:, 3]
assert np.all(np.diff(table[:, [1, 3]], axis=0) < 0)
assert abs(wells[2] - wells[1]) * EV < 0.03
corr2, corr3 = table[:, 1] - table[:, 0], table[:, 3] - table[:, 2]
limit2 = table[2, 0] + (64*corr2[2] - 27*corr2[1]) / 37
limit3 = table[2, 2] + (64*corr3[2] - 27*corr3[1]) / 37
well = limit2 - limit3

# Energy lowering of H2 caused only by the third centre's functions.
triangle = h3_atoms(side)
bare = full_ci(triangle[:2], 0, "cc-pvtz")[1]
ghost = full_ci(triangle[:2] + [["ghost-H", triangle[2][1]]],
                0, "cc-pvtz")[1]
superposition = bare - ghost
assert superposition > -1e-8

zero_change = z_h3 - z_h2
affinity = well - zero_change
pauli = 3 / (2 * M * side**2)
thermal = 2 * const.k * 298.15 / const.e


def show(label, value, unit, digits=4):
    print(f"{label}: {value:.{digits}f} {unit}")


show("Proton mass", M, "electron masses", 3)
show("H2 bond length, TZ", r_h2 * BOHR_PM, "pm", 2)
show("H3+ side, TZ", side * BOHR_PM, "pm", 2)
show("H3+ DZ energy, pair equation", e_pair, "hartree", 8)
show("H3+ DZ energy, determinant CI", e_det, "hartree", 8)
for name, row, depth in zip(("DZ", "TZ", "QZ"), table, wells):
    show(f"H2 full CI, {name}", row[1], "hartree", 6)
    show(f"H3+ full CI, {name}", row[3], "hartree", 6)
    show(f"Well depth, {name}", depth * EV, "eV")
show("H2 extrapolated energy", limit2, "hartree", 6)
show("H3+ extrapolated energy", limit3, "hartree", 6)
show("Extrapolated well depth", well * EV, "eV")
show("Extrapolated minus QZ well", (well - wells[2]) * EV, "eV")
show("H2 ghost-function lowering, TZ", superposition * EV, "eV", 5)
show("H2 harmonic quantum", w_h2 * EV, "eV")
show("H2 zero-point, harmonic", w_h2 / 2 * EV, "eV")
show("H2 zero-point, perturbation", z_h2_pt * EV, "eV", 5)
show("H2 zero-point, radial", z_h2 * EV, "eV", 5)
show("H3+ breathing quantum", w1 * EV, "eV")
show("H3+ degenerate quantum", w2 * EV, "eV")
for name, value in (("k1", k1), ("k2", k2), ("a1", a1), ("a2", a2),
                    ("a3", a3), ("b1", b1), ("b2", b2), ("b3", b3),
                    ("b4", b4)):
    power = {"k": 2, "a": 3, "b": 4}[name[0]]
    show(f"Force coefficient {name}", value, f"hartree/bohr^{power}", 5)
show("H3+ zero-point, harmonic", z_h3_harm * EV, "eV")
show("H3+ quartic shift", quartic_shift * EV, "eV", 5)
show("H3+ cubic shift", cubic_shift * EV, "eV", 5)
show("H3+ Watson shift", watson * EV, "eV", 5)
show("H3+ zero-point, anharmonic", z_h3 * EV, "eV")
show("H3+ zero-point, diagonalized, 8 quanta", z_diag8 * EV, "eV")
show("H3+ zero-point, diagonalized, 10 quanta", z_diag10 * EV, "eV")
show("H3+ harmonic zero-point, DZ minus TZ",
     (w1_dz/2 + w2_dz - w1_fd/2 - w2_fd) * EV, "eV", 5)
show("Zero-point change", zero_change * EV, "eV")
show("Affinity with harmonic zero-points",
     (well - z_h3_harm + w_h2 / 2) * EV, "eV")
show("Zero-kelvin affinity, rotationless", affinity * EV, "eV")
show("Zero-kelvin affinity, rotationless",
     affinity * EV * const.e * const.N_A / 1000, "kJ/mol", 1)
show("Pauli rotational shift", pauli * EV, "eV", 5)
show("Affinity to lowest allowed level", (affinity-pauli) * EV, "eV")
show("Born-Oppenheimer error scale, De/m", well / M * EV, "eV", 5)
show("Classical enthalpy change 2kT, 298.15 K", thermal, "eV")
print("PASS")
```

Output:

```
Proton mass: 1836.153 electron masses
H2 bond length, TZ: 74.26 pm
H3+ side, TZ: 87.46 pm
H3+ DZ energy, pair equation: -1.33147295 hartree
H3+ DZ energy, determinant CI: -1.33147295 hartree
H2 full CI, DZ: -1.163446 hartree
H3+ full CI, DZ: -1.331546 hartree
Well depth, DZ: 4.5742 eV
H2 full CI, TZ: -1.172337 hartree
H3+ full CI, TZ: -1.341542 hartree
Well depth, TZ: 4.6043 eV
H2 full CI, QZ: -1.173796 hartree
H3+ full CI, QZ: -1.343109 hartree
Well depth, QZ: 4.6072 eV
H2 extrapolated energy: -1.174498 hartree
H3+ extrapolated energy: -1.343878 hartree
Extrapolated well depth: 4.6091 eV
Extrapolated minus QZ well: 0.0018 eV
H2 ghost-function lowering, TZ: 0.00714 eV
H2 harmonic quantum: 0.5468 eV
H2 zero-point, harmonic: 0.2734 eV
H2 zero-point, perturbation: 0.27065 eV
H2 zero-point, radial: 0.27061 eV
H3+ breathing quantum: 0.4257 eV
H3+ degenerate quantum: 0.3428 eV
Force coefficient k1: 0.44935 hartree/bohr^2
Force coefficient k2: 0.29134 hartree/bohr^2
Force coefficient a1: -0.23282 hartree/bohr^3
Force coefficient a2: -0.38639 hartree/bohr^3
Force coefficient a3: 0.10422 hartree/bohr^3
Force coefficient b1: 0.18213 hartree/bohr^4
Force coefficient b2: 0.52996 hartree/bohr^4
Force coefficient b3: 0.03300 hartree/bohr^4
Force coefficient b4: -0.38824 hartree/bohr^4
H3+ zero-point, harmonic: 0.5556 eV
H3+ quartic shift: 0.01872 eV
H3+ cubic shift: -0.03135 eV
H3+ Watson shift: -0.00339 eV
H3+ zero-point, anharmonic: 0.5396 eV
H3+ zero-point, diagonalized, 8 quanta: 0.5443 eV
H3+ zero-point, diagonalized, 10 quanta: 0.5443 eV
H3+ harmonic zero-point, DZ minus TZ: -0.00509 eV
Zero-point change: 0.2690 eV
Affinity with harmonic zero-points: 4.3269 eV
Zero-kelvin affinity, rotationless: 4.3401 eV
Zero-kelvin affinity, rotationless: 418.8 kJ/mol
Pauli rotational shift: 0.00814 eV
Affinity to lowest allowed level: 4.3320 eV
Born-Oppenheimer error scale, De/m: 0.00251 eV
Classical enthalpy change 2kT, 298.15 K: 0.0514 eV
PASS
```
